\section*{Position of an Air Shell in a Coaxial Capacitor}

\section*{Problem}

A metal contact plug of radius $a=10$ nm stands on the axis of a cylindrical metal wall of inner radius $b=40$ nm. The space between them is filled with a dielectric of relative permittivity $k=3$, except for one concentric shell of air, of thickness $t=10$ nm, which begins at radius $s$. The plug is held at $V=1$ V and the wall is grounded. Treat the cylinders as long, the metals as perfect conductors, the dielectrics as linear, isotropic and free of charge, and the permittivity of air as 1.

The effective permittivity $k_{\mathrm{eff}}$ is the capacitance divided by the capacitance of the same two electrodes in vacuum.

\begin{enumerate}
\item[(a)] Derive the capacitance per unit length for any set of concentric layers.
\item[(b)] Find $k_{\mathrm{eff}}$ for one air shell as a function of $s$. Evaluate it for the shell against the wall ($s=30$ nm) and against the plug ($s=10$ nm).
\item[(c)] Show how $k_{\mathrm{eff}}$ varies between these positions, and decide whether the cause is the amount of air or the curvature of the electrodes.
\item[(d)] Find the largest electric field for both positions and for a gap filled with dielectric alone.
\item[(e)] Estimate how far the results move if a 2 nm liner with $k=5$ remains on the electrode beside the air, and if the plug is only 100 nm long. Decide whether tunnelling or gas ionization matters at 1 V.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Capacitance of concentric layers}

Let the plug carry charge $\lambda$ per unit length. By symmetry the displacement $D$ points radially and depends on $r$ alone. Take a closed cylinder of radius $r$ and length $\ell$, with $a<r<b$. No flux leaves through its flat ends, and it encloses the free charge $\lambda\ell$. Gauss's law gives
\begin{equation}
2\pi r\ell\,D(r)=\lambda\ell
\quad\Longrightarrow\quad
D(r)=\frac{\lambda}{2\pi r}.
\end{equation}
The permittivities do not appear, because the dielectrics hold no free charge. The field does depend on them. In layer $i$, where $D=\varepsilon_0k_iE$,
\begin{equation}
E(r)=\frac{\lambda}{2\pi\varepsilon_0k_i r}.
\label{eq:field}
\end{equation}
Thus $D$ is continuous at an interface, while $E$ jumps by the ratio of the permittivities.

The field points from the plug to the wall, so the potential difference is the integral of $E$ outward. If layer $i$ extends from $r_i$ to $r_{i+1}$,
\begin{align}
V&=\int_a^bE\,dr
=\sum_i\frac{\lambda}{2\pi\varepsilon_0k_i}\int_{r_i}^{r_{i+1}}\frac{dr}{r}
=\frac{\lambda}{2\pi\varepsilon_0}\,S,\\
S&=\sum_i\frac{1}{k_i}\ln\frac{r_{i+1}}{r_i}.
\label{eq:S}
\end{align}
The capacitance per unit length is therefore
\begin{equation}
C'=\frac{\lambda}{V}=\frac{2\pi\varepsilon_0}{S}.
\label{eq:C}
\end{equation}
The layers act as capacitors in series: each adds its own term to $S$, which is proportional to $1/C'$.

In vacuum all $k_i=1$. The logarithms then add up to $L=\ln(b/a)$, and the capacitance is $2\pi\varepsilon_0/L$. Dividing (\ref{eq:C}) by this value gives
\begin{equation}
k_{\mathrm{eff}}=\frac{L}{S}.
\label{eq:ratio}
\end{equation}

\subsection*{(b) One air shell}

The dielectric occupies $a<r<s$ and $s+t<r<b$, and the air lies between. Equation (\ref{eq:S}) becomes
\begin{equation}
S=\frac1k\left[\ln\frac sa+\ln\frac{b}{s+t}\right]+\ln\frac{s+t}{s}.
\end{equation}
The two logarithms in the bracket combine as
\begin{equation}
\ln\frac sa+\ln\frac b{s+t}
=\ln\left(\frac ba\,\frac{s}{s+t}\right)
=L-\ln\frac{s+t}{s}.
\end{equation}
Define the fraction
\begin{equation}
f=\frac{\ln(1+t/s)}{L},
\label{eq:f}
\end{equation}
so that $\ln[(s+t)/s]=fL$. Then
\begin{equation}
S=\frac{L-fL}{k}+fL=\frac Lk\left[1+(k-1)f\right],
\end{equation}
and (\ref{eq:ratio}) gives
\begin{equation}
\boxed{\,k_{\mathrm{eff}}=\frac{k}{1+(k-1)f}\,}.
\label{eq:main}
\end{equation}

The fraction $f$ has a direct meaning. In a uniformly filled gap, $E=V/(rL)$, so the region $s<r<s+t$ takes the share $\ln(1+t/s)/L=f$ of the voltage. It also holds the share $f$ of the stored energy, since the energy per unit length in that region is
\begin{equation}
\int_s^{s+t}\frac{\varepsilon_0k}{2}\frac{V^2}{r^2L^2}\,2\pi r\,dr
=\frac{\pi\varepsilon_0kV^2}{L^2}\,\ln\frac{s+t}{s},
\end{equation}
and the whole gap has the same expression with $L$ in place of the last logarithm. Among concentric air shells, the one that lowers the capacitance most is therefore the one that fills the region where the uniform capacitor stores the largest share of its energy.

Now insert the numbers, with $L=\ln4=1.3863$. For the shell against the wall,
\begin{equation}
f=\frac{\ln(40/30)}{\ln4}=0.2075,
\qquad
k_{\mathrm{eff}}=\frac{3}{1+2(0.2075)}=2.12.
\end{equation}
For the shell against the plug,
\begin{equation}
f=\frac{\ln(20/10)}{\ln4}=\frac12,
\qquad
k_{\mathrm{eff}}=\frac{3}{1+2(1/2)}=1.50.
\end{equation}
Moving the same thickness of air inward lowers the capacitance by 29\,\%, relative to its value with the air at the wall. The sums are $S=0.6539$ and $S=0.9242$. With $\varepsilon_0=8.854$ aF/$\mu$m, equation (\ref{eq:C}) gives $C'=85.1$ and 60.2 aF/$\mu$m respectively. With no air, $C'=120.4$ aF/$\mu$m.

Two limits show how (\ref{eq:main}) behaves. If $k\to1$, then $k_{\mathrm{eff}}\to1$ for any position, as it must when the shell and its surroundings are alike. If $k\to\infty$ at fixed $f$, then $k_{\mathrm{eff}}\to1/f$. The dielectric then drops no voltage and the air shell alone sets the capacitance. This limit is 2 for the shell at the plug and 4.8 for the shell at the wall.

\subsection*{(c) Amount of air or curvature?}

At fixed thickness, differentiate (\ref{eq:f}):
\begin{equation}
\frac{df}{ds}=\frac1L\left(\frac1{s+t}-\frac1s\right)
=-\frac{t}{L\,s(s+t)}<0.
\end{equation}
Since $k>1$, the denominator of (\ref{eq:main}) falls as $f$ falls. Hence $k_{\mathrm{eff}}$ rises steadily as the shell moves outward. The share of the gap's volume taken by air is
\begin{equation}
v=\frac{(s+t)^2-s^2}{b^2-a^2},
\end{equation}
and it rises as well:
\begin{center}
\begin{tabular}{cccc}
$s$ (nm) & $f$ & $v$ & $k_{\mathrm{eff}}$\\
10 & 0.500 & 0.200 & 1.50\\
15 & 0.368 & 0.267 & 1.73\\
20 & 0.292 & 0.333 & 1.89\\
25 & 0.243 & 0.400 & 2.02\\
30 & 0.208 & 0.467 & 2.12
\end{tabular}
\end{center}
The shell at the plug contains less than half as much air as the shell at the wall, yet it lowers the capacitance more. The amount of air therefore cannot explain the advantage of the inner position.

Curvature can. Replacing dielectric by air in a thin layer $dr$ at radius $r$ changes $S$ by
\begin{equation}
dS=\left(1-\frac1k\right)\frac{dr}{r}.
\label{eq:dS}
\end{equation}
The factor $1/r$ arises because the same flux crosses an area $2\pi r$ per unit length. Near the plug the area is small, $D$ is large, and each nanometre of air adds more voltage for a given charge.

Flat electrodes provide the comparison without curvature. Keep the gap $d=b-a=30$ nm and the air thickness $t=10$ nm. For charge $\sigma$ per unit area, $D=\sigma$ everywhere in the gap, so
\begin{equation}
V=\frac{\sigma}{\varepsilon_0}\left(t+\frac{d-t}{k}\right),
\qquad
k_{\mathrm{eff}}=\frac{d}{t+(d-t)/k}
=\frac{30}{10+20/3}=1.80.
\end{equation}
The position of the air has dropped out. The coaxial formula approaches this result when the gap is thin compared with the plug radius: then $L\simeq d/a$ and $\ln(1+t/s)\simeq t/a$, so $f\simeq t/d$ for every position.

The table can be confirmed without assuming $D\propto1/r$. A numerical solution of
\begin{equation}
\frac{d}{dr}\left(r\,k(r)\,\frac{d\phi}{dr}\right)=0
\end{equation}
on 3000 equal cells, with $\phi=1$ V at the plug and 0 at the wall, agrees with (\ref{eq:main}) to within one part in $10^5$ at all five positions. The same method without the factor $r$ describes the flat capacitor, and it gives 1.80 for air at either electrode and for air starting 10 nm from the first one.

\subsection*{(d) The largest field}

Eliminate $\lambda$ from (\ref{eq:field}) with $\lambda=2\pi\varepsilon_0V/S$:
\begin{equation}
E(r)=\frac{V}{k_i\,r\,S}.
\label{eq:E}
\end{equation}
Within a layer the field is largest at the inner edge, so only the inner edges need comparison. The voltage is held at 1 V in all cases, and 1 V/nm equals 10 MV/cm.

With dielectric alone, $S=L/k=0.4621$, and the largest field is at the plug:
\begin{equation}
E=\frac{1\ \mathrm{V}}{3(10\ \mathrm{nm})(0.4621)}=0.72\ \mathrm{MV/cm}.
\end{equation}
With air against the plug,
\begin{equation}
E=\frac{1\ \mathrm{V}}{1(10\ \mathrm{nm})(0.9242)}=1.08\ \mathrm{MV/cm}.
\end{equation}
This is 1.5 times the previous value, and the factor is $k_{\mathrm{eff}}$ itself. The field at the plug is $V/(aL)$ for uniform filling and $V/(aS)=k_{\mathrm{eff}}V/(aL)$ with air there. The air takes 0.75 V of the applied 1 V, and the largest field in the remaining dielectric is 0.18 MV/cm.

With air against the wall, two inner edges compete:
\begin{align}
E(10\ \mathrm{nm})&=\frac{1\ \mathrm{V}}{3(10\ \mathrm{nm})(0.6539)}=0.51\ \mathrm{MV/cm},\\
E(30\ \mathrm{nm})&=\frac{1\ \mathrm{V}}{1(30\ \mathrm{nm})(0.6539)}=0.51\ \mathrm{MV/cm}.
\end{align}
They are equal because the chosen dimensions satisfy $ka=s$; this is not a general rule. Here the air lowers both the capacitance and the largest field relative to uniform filling. The inner position gives the lower capacitance, but its largest field is about twice as high as that of the outer position.

\subsection*{(e) What the ideal model leaves out}

\paragraph{A liner beside the air.}
Suppose that the 2 nm of the air shell nearest the electrode is replaced by a liner with $k=5$. For the inner position,
\begin{equation}
S=\frac15\ln\frac{12}{10}+\ln\frac{20}{12}+\frac13\ln\frac{40}{20},
\qquad k_{\mathrm{eff}}=\frac LS=1.78,
\end{equation}
which is 19\,\% above 1.50. For the outer position,
\begin{equation}
S=\frac13\ln\frac{30}{10}+\ln\frac{38}{30}+\frac15\ln\frac{40}{38},
\qquad k_{\mathrm{eff}}=2.26,
\end{equation}
which is 7\,\% above 2.12. The loss is greater at the plug for the reason contained in (\ref{eq:dS}): the liner removes air from the smallest radii, where it contributes most. The inner position still gives the lower capacitance.

\paragraph{A short plug.}
Field lines beyond the ends add capacitance. As a definite case, let the plug and the surrounding metal both end flush at a length of 100 nm, with $k=3$ material beyond both ends. The surrounding metal is taken as a thick slab that fills all radii from 40 to 160 nm. A numerical solution of the axisymmetric Poisson equation on a 1 nm grid gives
\begin{center}
\begin{tabular}{lcc}
Air position & long-cylinder formula & with ends\\
at the wall & 8.51 aF & 11.7 aF\\
at the plug & 6.02 aF & 8.5 aF
\end{tabular}
\end{center}
The ends add about 38\,\% and 41\,\% to the respective ideal values. Doubling the grid spacing changes the totals by about 1\,\% or less, and the 1 nm grid itself overstates them by about 0.3\,\% with air at the wall and 0.8\,\% with air at the plug, which the rounded values here allow for. Replacing the insulating outer boundary, placed 120 nm beyond the ends and at a radius of 160 nm, by a grounded one changes them by less still. The thickness of the wall matters slightly: a tube only 2 nm thick, with $k=3$ material outside it, gives about 11.6 and 8.4 aF. The formula is therefore poor for the absolute capacitance of so short a plug. The comparison survives better: the ratio of the inner to the outer case is about 0.72 with ends and 0.71 without. The largest fields found in part (d) hold only away from the ends. At a perfectly sharp metal rim the ideal field has no upper bound; in a real plug the rounding of the edge limits it, but it can still exceed the value found for long cylinders, by a factor that depends on the radius of the rounding.

\paragraph{Tunnelling and ionization.}
Let the plug be negative, so that electrons would leave it through the adjacent air. Only the magnitude of the field matters for the capacitance, so the earlier results are unchanged. For a metal--air barrier of roughly $W=4.5$ eV, the barrier height at radius $r$ is
\begin{equation}
U(r)=W-eV\,\frac{\ln(r/a)}{S}.
\end{equation}
It stays positive across the air, since the drop there is 0.75 V. The semiclassical (WKB) transmission is of order
\begin{equation}
\exp\left[-\frac2\hbar\int_{10\ \mathrm{nm}}^{20\ \mathrm{nm}}\sqrt{2m_eU(r)}\,dr\right]
=e^{-207}\approx10^{-90}.
\end{equation}
This barrier leaves out the image force, which lowers its top to about 4.1 eV and raises the estimate to about $10^{-87}$. Thermal emission over the lowered barrier carries a Boltzmann factor of about $10^{-69}$ at 300 K. Both routes across the smooth, ideal air shell are negligible. An electron crossing the air gains at most 0.75 eV from the field, far below the roughly 12 eV needed to ionize a molecule of air, so impact ionization cannot start an avalanche at this voltage. These estimates do not cover leakage along contaminated surfaces or through defects in the dielectric. Taking the permittivity of air as 1.0006 instead of 1 raises the inner $k_{\mathrm{eff}}$ by less than 0.05\,\%.

\paragraph{Relation to real interconnects.}
The value $k=3$ is close to that of carbon-doped oxide (SiCOH), an insulator used between the metal lines of integrated circuits. The closed metal wall is an idealization: a plug in a circuit can face separate gates, lines and other plugs, and it joins other conductors at its ends. The end calculation shows that geometry can move the absolute capacitance by some 40\,\%, although it does not represent any particular layout. Air gaps made by sealing a trench with a poorly conformal film can retain some of that film on the side walls, and the liner estimate shows the size of such an effect. Any solid support placed within the air shell would also raise the capacitance. For a nearly coaxial plug at fixed air thickness and voltage, placing the air at the plug favours low capacitance, provided that the higher field there is acceptable. A liner shrinks the advantage. In the long-cylinder model, with the same $k=5$ liner in both positions, the advantage vanishes when the liner on the electrode is about 7 nm thick, or about 4 nm per face when both faces of the shell are lined. The values computed for this example are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
radii 10 and 40 nm, air shell 10 nm, k = 3.0
voltage 1.0 V; ln(b/a) = 1.3863
uniform: S = 0.4621, k_eff = 3.0000, C/length = 120.4 aF/um
  peak field = 0.721 MV/cm
outer air: S = 0.6539, k_eff = 2.1201, C/length = 85.1 aF/um
  peak field = 0.510 MV/cm
inner air: S = 0.9242, k_eff = 1.5000, C/length = 60.2 aF/um
  peak field = 1.082 MV/cm
k_eff inner/outer ratio = 0.7075
outer air, k=3 layer 10-30 nm: E = 0.510 to 0.170 MV/cm, drop 0.560 V
outer air, k=1 layer 30-40 nm: E = 0.510 to 0.382 MV/cm, drop 0.440 V
inner air, k=1 layer 10-20 nm: E = 1.082 to 0.541 MV/cm, drop 0.750 V
inner air, k=3 layer 20-40 nm: E = 0.180 to 0.090 MV/cm, drop 0.250 V
shell start (nm), share f, air volume fraction, k_eff:
  10  0.5000  0.200  1.5000
  15  0.3685  0.267  1.7271
  20  0.2925  0.333  1.8928
  25  0.2427  0.400  2.0196
  30  0.2075  0.467  2.1201
flat capacitor, any shell position: k_eff = 1.8000
2 nm liner k=5, inner air: k_eff = 1.781 (+18.7 %)
2 nm liner k=5, outer air: k_eff = 2.262 (+6.7 %)
100 nm plug, outer air: ideal 8.51 aF, with ends 11.77 aF (+38 %)
  grounded box 11.79 aF, 2 nm grid 11.83 aF
100 nm plug, inner air: ideal 6.02 aF, with ends 8.55 aF (+42 %)
  grounded box 8.56 aF, 2 nm grid 8.64 aF
inner/outer capacitance ratio with ends = 0.726
air permittivity 1.0006: inner k_eff +0.045 %
tunnelling barrier 4.5 eV: WKB exponent 207, log10(transmission) = -90
electron energy gain in inner air 0.75 eV, ionization about 12 eV
\end{verbatim}
